# One-third-power fluctuations of the step bordering a crystal facet

If the rounded part of a crystal is treated as a smooth surface, its facet ends on a sharp line that has no width. That description fails at the facet edge, because there the surface drops by less than one step height over a distance that grows with the crystal. If the edge is instead treated as a single free step, it wanders like a random walk, with a width growing as the square root of its length, which is too fast: the free step ignores both its neighbour and the force that holds it in place. The correct width lies between these extremes and grows as the one-third power of crystal size.

The three-halves profile and the discreteness of height do not prove this by themselves. They give a mean spacing. To obtain a fluctuation one must add that steps wander thermally and cannot cross. Two derivations follow. The first gives the length scale and the exponent, the second also the prefactor.

## Setting and conventions

A closed crystal is in equilibrium at temperature $T$, below the roughening temperature of its top facet. Crystals of different linear size $L$ are compared at fixed $T$ and fixed shape. At a smooth point of the facet edge, $R\propto L$ is the in-plane radius of curvature. The coordinate $x$ points along the outward normal, from the facet ($x<0$) into the rounded region ($x>0$), and $y$ runs along the edge. The "outermost" step is the one nearest the facet. All steps have height $h$ and lead downward.

Let $\beta(\varphi)$ be the free energy per length of an isolated step whose normal has angle $\varphi$. If the step tilts by a small angle $\theta\approx x'=dx/dy$, its energy per unit $y$ is $\beta(\varphi+\theta)/\cos\theta$, up to the sign convention for $\theta$. To second order this is
$$\beta+\beta'\theta+\tfrac12(\beta+\beta'')\theta^2 .$$
The linear term integrates to a boundary term. The wandering energy is therefore $\int (b/2)x'^2dy$, with stiffness $b=\beta+\beta''$.

**Wandering.** The weight $\exp[-\int (b/2)x'^2dy/kT]$ makes the displacement over a length $y$ Gaussian, with variance $kT\,y/b$. The distribution of $x$ thus obeys a diffusion equation in $y$, which can be written $\partial_y\Psi=-(H/kT)\Psi$ with
$$H=-\frac{(kT)^2}{2b}\,\partial_x^2 .$$
$H$ is an energy per length. Over a long length the lowest eigenvalue dominates, and it is the free energy per length.

**Non-crossing.** For several steps, $\Psi$ obeys the same equation in each coordinate and vanishes where two steps meet. Continuing it antisymmetrically to all orderings satisfies this condition automatically. The lowest antisymmetric state is a determinant that fills the lowest single-step levels once each: the steps behave as free fermions. No other interaction is assumed for now.

**Pressure.** Let $\Pi$ be the free energy gained per volume of added crystal. With downward slope $\mathbf p=-\nabla z$ and surface free energy $f(\mathbf p)$ per projected area, the shape minimizes $\int[f(\mathbf p)-\Pi z]\,d^2r$. A variation $\delta z$ changes this by
$$\int[-\nabla_pf\cdot\nabla\delta z-\Pi\,\delta z]\,d^2r=\int\delta z\,[\nabla\cdot\nabla_pf-\Pi]\,d^2r ,$$
so $\nabla\cdot\nabla_pf=\Pi$. The closed crystal has the solution $\nabla_pf=\Pi\mathbf r/2$, whose divergence in two dimensions is $\Pi$.

## First derivation: the profile cut into steps

**Free energy of a sloped surface.** At step density $\rho$, the filled wave numbers are $|q|<\pi\rho$. The wandering energy per area is
$$\int_{-\pi\rho}^{\pi\rho}\frac{dq}{2\pi}\,\frac{(kT)^2q^2}{2b}=\frac{\pi^2(kT)^2}{6b}\,\rho^3 .$$
Since $p=h\rho$,
$$f=f_0+\frac{\beta}{h}p+Bp^3,\qquad B=\frac{\pi^2(kT)^2}{6bh^3}.$$

**Facet edge.** The condition $\nabla_pf=\Pi\mathbf r/2$ is the stationarity condition of
$$D(\mathbf r)=\max_{\mathbf p}\left\{\mathbf r\cdot\mathbf p-\frac{2}{\Pi}[f(\mathbf p)-f_0]\right\},$$
and the gradient of $D$ is the maximizing $\mathbf p$, so $D$ is the depth below the facet. Write $\mathbf p=p\,\mathbf n(\varphi)$ and $S(\varphi)=2\beta(\varphi)/(h\Pi)$. The braces become
$$p\,[\mathbf r\cdot\mathbf n-S(\varphi)]-\frac{2B}{\Pi}p^3 .$$
If $\mathbf r\cdot\mathbf n\le S$ for every direction, the maximum is at $p=0$ and the point lies on the facet. The edge is the envelope $\mathbf r=S\mathbf n+S'\mathbf t$, with $\mathbf t=d\mathbf n/d\varphi$ and $d\mathbf t/d\varphi=-\mathbf n$. Differentiation gives
$$\frac{d\mathbf r}{d\varphi}=S'\mathbf n+S\mathbf t+S''\mathbf t-S'\mathbf n=(S+S'')\mathbf t .$$
The radius of curvature is therefore
$$R=S+S''=\frac{2b}{h\Pi},\qquad\text{so}\qquad \Pi h=\frac{2b}{R}.$$

**Profile.** At a small distance $x$ outside the edge, the best direction is the local normal to leading order in $x/R$, and the bracket equals $x$. Maximizing $px-2Bp^3/\Pi$ gives $x=6Bp^2/\Pi$. Inserting $B$ and $\Pi$,
$$p^2=\frac{\Pi x}{6B}=\frac{\Pi b h^3x}{\pi^2(kT)^2}=\frac{h^2}{\pi^2}\,\frac{2b^2}{(kT)^2R}\,x=\frac{h^2x}{\pi^2\xi^3},$$
where
$$\boxed{\;\xi=\left[\frac{(kT)^2R}{2b^2}\right]^{1/3}\;}$$
The cubic term in $D$ equals $px/3$, so the depth is
$$D=\tfrac23\,px=\frac{2h}{3\pi}\left(\frac{x}{\xi}\right)^{3/2}.$$
This is the three-halves profile. A numerical maximization over $\mathbf p$, for a step energy with a 2% fourfold modulation and a point 2 nm outside an edge of size comparable to the example below, gave 1.0003 times this depth. The local $R$ and $b$ are thus the right quantities for an anisotropic crystal.

**Discrete heights.** Depth $D=nh$ is reached at
$$x_n=\xi\left(\frac{3\pi n}{2}\right)^{2/3}.$$
One full step height is lost only at $x_1=2.81\,\xi$. The spacing of the first steps is thus of order $\xi\propto R^{1/3}\propto L^{1/3}$, whereas farther into the rounded region, at a fixed small $x/L$, the spacing $h/p=\pi\xi^{3/2}x^{-1/2}$ does not depend on $L$.

**From spacing to fluctuation.** On the outward side the outermost step is blocked by its neighbour, at a distance of order $\xi$. On the facet side there is no neighbour, and a force must hold it. Describe the step as $x=u(y)-y^2/2R$, where the parabola is the mean curved edge. Moving outward adds crystal, so the energy per length is $(b/2)x'^2-\Pi hx$. With $x'=u'-y/R$, the cross term is
$$-\frac{b\,y\,u'}{R}=-\frac{d}{dy}\left(\frac{b\,y\,u}{R}\right)+\frac{b\,u}{R}.$$
Dropping the total derivative and the terms without $u$ leaves
$$\frac b2u'^2-Fu,\qquad F=\Pi h-\frac bR=\frac{2b}R-\frac bR=\frac bR .$$
Pressure pushes the step outward, line tension pulls it back with half that strength, and a net outward force remains.

An excursion of size $\delta$ onto the facet needs a length of order $b\delta^2/kT$, because the step wanders diffusively. Its cost is of order $F\delta\cdot b\delta^2/kT$. Excursions stop being likely when this reaches $kT$:
$$\delta^3\sim\frac{(kT)^2}{bF}=\frac{(kT)^2R}{b^2}=2\xi^3 .$$
The free side and the blocked side therefore give the same scale, and the width is $w\sim\xi\propto L^{1/3}$. This argument leaves a number of order one undetermined.

## Second derivation: filled levels in a constant force

The second route uses neither the cubic free energy nor the profile. It starts from the force $F=b/R$ on each step near the edge, which is constant over distances much smaller than $R$.

**Levels.** A single step obeys
$$-\frac{(kT)^2}{2b}\psi''-Fu\,\psi=E\psi .$$
Set $u=\xi s$ and multiply by $2b\xi^2/(kT)^2$. The coefficient of $s$ becomes $2bF\xi^3/(kT)^2$. It equals one if
$$\xi^3=\frac{(kT)^2}{2bF}=\frac{(kT)^2R}{2b^2},$$
which is the same length as before. The equation is now $-\psi_{ss}-s\psi=\varepsilon\psi$. Since $\mathrm{Ai}''(z)=z\,\mathrm{Ai}(z)$, the solution that decays onto the facet is $\psi_\varepsilon=\mathrm{Ai}(-s-\varepsilon)$. These functions are orthonormal in $\varepsilon$.

**Filling.** The total number of steps fixes the highest filled level. Its classical turning point is where the macroscopic step density vanishes, which is the facet edge, so the origin is placed there and all $\varepsilon<0$ are filled. When the rounded region is much wider than $\xi$, the sea may be taken as bottomless. The projector onto filled levels is, with $a=-s$ and $a'=-s'$,
$$K(s,s')=\int_0^\infty\!d\mu\,\mathrm{Ai}(a+\mu)\mathrm{Ai}(a'+\mu)=\frac{\mathrm{Ai}(a)\mathrm{Ai}'(a')-\mathrm{Ai}'(a)\mathrm{Ai}(a')}{a-a'} .$$
The second form follows because $(a-a')$ times the integrand is the $\mu$-derivative of $\mathrm{Ai}'(a+\mu)\mathrm{Ai}(a'+\mu)-\mathrm{Ai}(a+\mu)\mathrm{Ai}'(a'+\mu)$, as the Airy equation shows.

**The profile recovered.** The density of steps is $K(s,s)=\mathrm{Ai}'(-s)^2+s\,\mathrm{Ai}(-s)^2$. For large $s$, $\mathrm{Ai}(-s)$ and $\mathrm{Ai}'(-s)$ oscillate a quarter period apart, with amplitudes $\pi^{-1/2}s^{-1/4}$ and $\pi^{-1/2}s^{1/4}$. The squares add to $\sqrt s/\pi$. Integration gives $(2/3\pi)s^{3/2}$ steps up to $s$, which is the depth $D/h$ of the first derivation.

**The outermost step.** Far from the ends of a long step, the weights from both sides each contribute a factor $\Psi$, so the joint probability density is $\Psi^2$. For $N$ orthonormal filled levels $\psi_i$, this is $(1/N!)\det[\psi_i(s_j)]^2$. Integrate every coordinate over $(s,\infty)$. Expanding both determinants gives $N!$ equal contributions, and the result is
$$Q(s)=\det\left[\int_s^\infty\!\psi_i\psi_j\right]=\det\left[\delta_{ij}-\int_{-\infty}^s\!\psi_i\psi_j\right]=\det(1-K)_{(-\infty,s)} .$$
The last equality holds because the matrix of overlaps and the kernel $K$ restricted to $(-\infty,s)$ have equal traces of all powers. $Q(s)$ is the probability that the outermost step lies beyond $s$, so $-dQ/ds$ is its probability density. This is the unitary Tracy–Widom law, mirrored because here the steps fill the side $s>0$. Numerical evaluation of the determinant gives
$$\langle x\rangle=1.77\,\xi,\qquad w=c\,\xi,\qquad c^2=0.813,\quad c=0.902 .$$
Here $w$ is the local transverse standard deviation, and $w\propto L^{1/3}$ now comes with its prefactor. The mean position lies very close to the half-step level of the continuous profile, $x_{1/2}=(3\pi/4)^{2/3}\xi=1.77\,\xi$.

**A crystal with kinks.** The continuum limit was tested on lattice steps that hop between neighbouring sites, at most one per site, under a constant force. With unit hopping and force $1/\theta$ per site, the operator $-(\psi_{n+1}+\psi_{n-1})-n\psi_n/\theta$ becomes $-2\psi-\psi''-n\psi/\theta$ for slowly varying $\psi$, so $\xi=\theta^{1/3}$ sites. The hopping band runs from $-2$ to $2$, so the rounded region between an empty and a completely filled facet is $4\theta$ sites wide. For 32 sites the exact width is 1.74 sites against a predicted 1.80. For 864 sites it is 5.39 against 5.41. The two largest lattices, of 256 and 864 sites, give an effective exponent of 0.337, approaching one third.

**Along the step.** In scaled variables $H/kT$, including the force, equals $\ell^{-1}(-\partial_s^2-s)$ with
$$\ell=\frac{2b\xi^2}{kT}\propto L^{2/3}.$$
At distances much shorter than $\ell$ the step wanders freely, with mean-square displacement $kT\,y/b=2\xi^2y/\ell$. A calculation with eleven steps against a distant wall gave correlation coefficients of 0.33 at separation $\ell$ and 0.13 at $2\ell$. The small number of steps lowers these values: with an unlimited number they are about 0.37 and 0.18. The edge of a large crystal therefore consists of many weakly correlated pieces, each a few $\ell$ long, since $\ell/R\propto L^{-1/3}$. Over one such length the mean edge bends by
$$\frac{\ell^2}{2R}=\frac{2b^2\xi^4}{(kT)^2R}=\xi ,$$
so curvature and fluctuation become comparable at the same length.

**A long ridge.** If the edges are straight, $\nabla\cdot\nabla_pf=\Pi$ becomes one-dimensional and gives $\partial f/\partial p=\Pi X$, with $X$ measured from the middle. The facet half-width $R_0$ follows from $\beta/h=\Pi R_0$. No line tension acts on a straight mean step, so $F=\Pi h=\beta/R_0$ and $\xi^3=(kT)^2R_0/(2b\beta)$. The exponent is unchanged.

## What each derivation assumes

Both need equilibrium, a facet below its roughening temperature, and the relation $\Pi h=2b/R$, which rests on the step energy alone. Both need steps that wander and do not cross.

The first uses non-crossing in an averaged way, through the coefficient $B$, and applies a continuum profile down to one step height, where it is marginal. It then estimates the fluctuation by comparing energies. It survives changes in the interaction as long as the leading correction to $\beta p/h$ in $f$ remains a $p^3$ term with positive coefficient, but it cannot give $c$.

The second treats the individual steps and needs no profile, but its value of $c$ requires that non-crossing be the sole interaction. An elastic repulsion $A/d^2$ per length between steps at distance $d$ shows the difference. It scales with distance exactly as the wandering term $\partial_x^2$ does, so $\xi$ remains the unit of length and the exponent stays at one third. The prefactor becomes a function of $Ab/(kT)^2$.

To size this change, write $A=\lambda(\lambda-1)(kT)^2/b$ and place $N$ steps in a harmonic trap. In units where $(kT)^2/b=1$,
$$H=\sum_i\tfrac12(-\partial_i^2+x_i^2)+\sum_{i<j}\frac{\lambda(\lambda-1)}{(x_i-x_j)^2},\qquad \Psi=\prod_{i<j}|x_i-x_j|^\lambda e^{-\sum x_i^2/2}.$$
Here $\partial_i\ln\Psi=\lambda\sum_{j\ne i}(x_i-x_j)^{-1}-x_i$. Let $P=\sum_{i<j}(x_i-x_j)^{-2}$. In the sum of squares the terms with three different steps cancel, so
$$\sum_i\frac{\partial_i^2\Psi}{\Psi}=2\lambda(\lambda-1)P-N-\lambda N(N-1)+\sum_ix_i^2 .$$
The repulsion and the trap cancel against this, and $H\Psi=[N/2+\lambda N(N-1)/2]\Psi$. As $\Psi$ has no sign change, it is the ground state. The energy to add a step, averaged over adding and removing one, is $x_e^2/2=\tfrac12+\lambda(N-\tfrac12)$. It locates the edge $x_e$, where the trap force is $x_e$ and $\xi=(2x_e)^{-1/3}$.

Sampling $\Psi^2$ for twelve steps gave $w/\xi=0.91$ without repulsion ($\lambda=1$), near the large-crystal value 0.90, and 1.03 for $\lambda=2$. This repulsion thus widens the fluctuation by about 13%.

## A micrometre-sized particle

Take rough round parameters in the regime of a bcc-iron particle annealed near 900 K: $h=0.14$ nm, $b=1$ eV/nm and $R=1000$ nm, with $kT=0.0776$ eV. Then
$$\xi=\left[\frac{(0.0776\ \mathrm{eV})^2(1000\ \mathrm{nm})}{2(1\ \mathrm{eV/nm})^2}\right]^{1/3}=1.44\ \mathrm{nm},$$
$$w=0.902\times1.44\ \mathrm{nm}=1.30\ \mathrm{nm},\qquad \ell=\frac{2(1\ \mathrm{eV/nm})(1.44\ \mathrm{nm})^2}{0.0776\ \mathrm{eV}}=54\ \mathrm{nm}.$$
The outermost step lies on average 2.6 nm outside the edge of the smooth profile. With temperature and stiffness held fixed, $w$ is 0.60 nm at $R=100$ nm and 2.8 nm at $R=10000$ nm: a hundredfold larger crystal has an edge less than five times as wide.

Iron enters only through the step height and the in-plane lattice spacing of its cube face, and the step height drops out of $w$. The results are model values, not measured or computed properties of iron, and that this face is still below its roughening temperature at 900 K is assumed. The stiffness is the weakest input. Since $w\propto b^{-2/3}$ at fixed $T$ and $R$, 0.5 eV/nm would give 2.1 nm and 2 eV/nm would give 0.82 nm. Real steps also repel elastically, which breaks the assumption behind $c$. The strength used above, chosen for illustration and not estimated for iron, corresponds to $A=0.012$ eV nm and would raise $w$ to about 1.5 nm. The mean position is far more sensitive: for a large crystal this repulsion moves it from $1.77\,\xi$ to $3.26\,\xi$, that is from 2.6 nm to about 4.7 nm. A real particle must in addition have reached its equilibrium shape with clean steps. The formula does not cover edges held by impurities or still changing by slow transport.

The remaining approximations are milder here. The in-plane lattice spacing, 0.29 nm, is $0.20\,\xi$; in the hopping model above this discreteness lowers $w$ by about 0.5%, and by about 2.5% at $R=100$ nm. The typical slope over a length $\ell$ is $\xi/\ell=0.027$, small enough for the quadratic wandering energy. Slopes at the scale of single kinks are much steeper, but their effect is already contained in the stiffness $b$, which is a free energy of the step averaged over many kinks. The ratio $\ell/R$ is 0.054. For much smaller crystals or much stiffer steps $\xi$ approaches the lattice spacing and the continuum law fails.

A whole top layer could also appear or vanish. For isotropic steps, $\beta=b$, a circular layer of radius $r$ costs $2\pi br-\Pi h\pi r^2$. With $\Pi h=2b/R$ this peaks at $r=R/2=500$ nm, with height $\pi bR/2$, about $2\times10^4\,kT$. Thermal activation over such a barrier is negligible, so the number of layers stays fixed. The formula for $w$ applies if this number is close to its equilibrium value. Otherwise $\Pi h$ differs from $2b/R$, which changes the force on the edge and with it the width.

## Values computed for the example and the checks

```
-- Universal numbers (lengths in units of xi)
Mean distance of outermost step from facet edge: 1.7711
Standard deviation c: 0.90154
Variance c^2: 0.81278
Half-step level of the 3/2 profile: 1.7707
Full-step level of the 3/2 profile: 2.8108
-- Lattice steps with kinks: exact width against c*xi (in sites)
rounded region 32 sites: exact 1.7433, c*xi 1.8031
rounded region 108 sites: exact 2.6662, c*xi 2.7046
rounded region 256 sites: exact 3.5780, c*xi 3.6062
rounded region 864 sites: exact 5.3914, c*xi 5.4093
Exponent from the two largest lattices: 0.33705
Mean distance/xi, largest lattice: 1.7692
Steps within 6 xi of the edge, largest lattice: 3.1294
Steps within 6 xi, 3/2 profile: 3.1188
-- Continuum checks
Ring energy / cubic law: 0.99435
Anisotropic crystal: numerical depth / 3/2 law: 1.0003
Mean-square wandering over 0.05 ell / free-step law: 0.94624
Correlation coefficient at distance ell: 0.3264
Correlation coefficient at distance 2 ell: 0.12621
Sampled width/xi, 12 steps, no repulsion: 0.91465
Sampled width/xi, 12 steps, with repulsion: 1.0344
-- Example: rough parameters, micrometre bcc-iron particle
Temperature: 900 K
Thermal energy kT: 0.077556 eV
Step height h: 0.14 nm
Step stiffness b: 1 eV/nm
Edge radius R: 1000 nm
Remaining force b/R: 0.001 eV/nm^2
Length xi: 1.4434 nm
Mean distance of outermost step from edge: 2.5565 nm
Transverse standard deviation w: 1.3013 nm
Correlation length ell: 53.73 nm
Sagitta ell^2/(2R): 1.4434 nm
w at R = 100 nm: 0.60402 nm
w at R = 10000 nm: 2.8036 nm
-- Size of neglected effects
Repulsion strength A used for sizing: 0.01203 eV nm
Width ratio with / without this repulsion: 1.131
w with this repulsion: 1.4718 nm
w for stiffness 0.5 eV/nm: 2.0657 nm
w for stiffness 2.0 eV/nm: 0.81978 nm
In-plane lattice spacing: 0.29 nm
Lattice spacing / xi: 0.20091
Typical step slope xi/ell: 0.026865
ell/R: 0.05373
Radius of critical top-layer loop: 500 nm
Top-layer barrier / kT: 20254
```
